Creep Parameters of a Ferroelectric Domain Wall from Three Speeds

A domain wall in a ferroelectric film is driven by a uniform field E at fixed temperature T. Disorder pins it, and it advances by thermally activated jumps. Below the depinning field Ec the model is

v = va exp{ −(U/T) [ (Ec/E)^μ − 1 ] },  0 < E < Ec,

with μ, U, Ec and va positive and independent of E. The barrier vanishes at E = Ec, where v = va. The algebra uses atomic units with k_B = 1, so T is an energy there; in numerical work U/T becomes U/kT. Fields are given in MV/cm and speeds in m/s, and ln v means the logarithm of the speed divided by 1 m/s.

Noiseless speeds v1, v2, v3 are known at the fields E1, E2 = rE1 and E3 = r²E1, with r > 1. Write L_i = ln v_i, D1 = L2 − L1 and D2 = L3 − L2.

**(a) Which constants can be found from speeds at one temperature?**

**Answer.** Take the logarithm and separate the part that does not depend on the field:

ln v = [ln va + U/T] − (U/T)(Ec/E)^μ.

The last term is a constant times E^(−μ), so it can be written with a single field scale E0:

(U/T) Ec^μ = E0^μ.

Therefore

ln v = ln v0 − (E0/E)^μ,
E0 = Ec (U/T)^(1/μ),
v0 = va exp(U/T).

Only μ, E0 and v0 enter the speeds. For any other barrier U′, the choices

Ec′ = Ec (U/U′)^(1/μ),
va′ = va exp[(U − U′)/T]

leave E0 and v0 unchanged, and hence every speed at this temperature, provided the fields used also lie below Ec′. The three barrier constants therefore cannot be separated. The "field scale" and "prefactor" to be recovered are effective quantities. In particular, v0 is the intercept of the formula at E → ∞, outside its range of validity. The wall does not attain this speed within that range, and v0 exceeds the attempt speed va by the factor exp(U/T).

**(b) Find μ, E0 and v0 in closed form. State when a solution exists, whether it is unique, and what happens at the edges of the allowed range.**

**Answer.** Let A1 = (E0/E1)^μ and q = r^(−μ). Since r > 1 and μ > 0, we have 0 < q < 1. Each step in field divides E0/E by r, and so multiplies the exponent by q:

L1 = ln v0 − A1,
L2 = ln v0 − qA1,
L3 = ln v0 − q²A1.

Subtraction removes ln v0:

D1 = A1(1 − q),
D2 = qA1(1 − q).

Their ratio removes A1:

q = D2/D1.

From q = r^(−μ) follows ln q = −μ ln r, so

μ = −ln(D2/D1) / ln r.

Next, 1 − q = (D1 − D2)/D1, and the equation for D1 gives

A1 = D1/(1 − q) = D1²/(D1 − D2).

The definition of A1 and the equation for L1 supply the other two constants:

E0 = E1 A1^(1/μ),
ln v0 = L1 + A1.

A creep law has 0 < q < 1 and A1 > 0, so the data must satisfy 0 < D2 < D1. Conversely, if they do, the formulas give positive μ, E0 and v0. These reproduce L1 by construction, then L2 = L1 + (1 − q)A1 = L1 + D1, and L3 = L2 + q(1 − q)A1 = L2 + D2. Each constant was forced at its step, so the solution is unique.

In words, the logarithm of the speed must rise with field, by less at the second step than at the first. If the field steps were continued, the rises would form the series D1 + qD1 + q²D1 + …, whose sum D1/(1 − q) is the A1 that carries L1 up to ln v0.

At the edge D2 → D1 with D1 fixed, μ → 0 while A1 and v0 diverge. The speeds remain finite. For small μ,

(E0/E)^μ = A1 (E1/E)^μ ≈ A1 [1 − μ ln(E/E1)].

Since 1 − q ≈ μ ln r, we have A1μ → D1/ln r, and the limit is the power law

v = v1 (E/E1)^n,  n = D1/ln r.

At the other edge, D2 → 0, μ → ∞: the speed has saturated between the second and third fields. If D2 > D1, no law with positive μ fits.

Two calibration errors are simple. If all speeds are multiplied by c, D1 and D2 do not change, and only v0 changes, by the factor c. If all fields are multiplied by c, r does not change, and only E0 changes, by the factor c.

**(c) Evaluate the constants for these data at 300 K:**

E1 = 0.300 MV/cm, v1 = 2.721338 × 10⁻⁷ m/s, L1 = −15.116972
E2 = 0.450 MV/cm, v2 = 1.144025 × 10⁻⁴ m/s, L2 = −9.075788
E3 = 0.675 MV/cm, v3 = 7.584289 × 10⁻³ m/s, L3 = −4.881676

**Answer.** The differences and their ratio are

D1 = 6.04118, D2 = 4.19411,
q = 4.19411/6.04118 = 0.69425.

With ln 1.5 = 0.405465,

μ = 0.36492/0.405465 = 0.900,
A1 = (6.04118)²/1.84707 = 19.759.

Hence

E0 = 0.300 × 19.759^(1/0.9) = 8.258 MV/cm = 0.08258 V/Å,
ln v0 = −15.1170 + 19.7588 = 4.6418,
v0 = 103.7 m/s = 1.037 Å/ps.

The data were generated from the barrier law with μ = 0.9, U = 0.12 eV, Ec = 1.5 MV/cm and va = 1 m/s. At 300 K, kT = 0.025852 eV and U/kT = 4.6418. Part (a) then predicts E0 = 1.5 × 4.6418^(1/0.9) = 8.258 MV/cm and v0 = exp(4.6418) = 103.7 m/s, in agreement with the inversion. The set U = 0.08 eV, Ec = 2.354 MV/cm, va = 4.699 m/s gives the same three speeds. This is a concrete case of the ambiguity found in (a).

**(d) Let ε_i = δL_i be small errors in the logarithms of the speeds. Find the first-order errors in μ, ln v0 and ln E0.**

**Answer.** The differences change by δD1 = ε2 − ε1 and δD2 = ε3 − ε2. From μ = −(ln D2 − ln D1)/ln r,

δμ = −(1/ln r) [ (ε3 − ε2)/D2 − (ε2 − ε1)/D1 ]
 = −(1/ln r) [ ε1/D1 − (1/D1 + 1/D2) ε2 + ε3/D2 ].

For the prefactor, differentiate A1 = D1²/(D1 − D2):

∂A1/∂D1 = [2D1(D1 − D2) − D1²]/(D1 − D2)²
 = (D1² − 2D1D2)/(D1 − D2)² = (1 − 2q)/(1 − q)²,
∂A1/∂D2 = D1²/(D1 − D2)² = 1/(1 − q)².

Since ln v0 = L1 + A1,

δln v0 = ε1 + [(1 − 2q)(ε2 − ε1) + (ε3 − ε2)]/(1 − q)².

The coefficient of ε1 has numerator (1 − q)² − (1 − 2q) = q², and that of ε2 has numerator (1 − 2q) − 1 = −2q. Thus

δln v0 = (q²ε1 − 2qε2 + ε3)/(1 − q)².

Finally, ln E0 = ln E1 + (ln A1)/μ, with ln A1 = μ ln(E0/E1) and δA1 = δln v0 − ε1. This gives

δln E0 = (1/μ) [ (δln v0 − ε1)/A1 − ln(E0/E1) δμ ].

For the data of (c),

δμ = −0.408ε1 + 0.996ε2 − 0.588ε3,
δln E0 = 1.738ε1 − 4.505ε2 + 2.768ε3,
δln v0 = 5.156ε1 − 14.853ε2 + 10.697ε3.

Equal errors, which amount to a common factor in the speeds, must leave μ and E0 alone and shift ln v0 by the same amount. The coefficients indeed add to 0, 0 and 1 within rounding. The large coefficients of v0 come from the factor 1/(1 − q)²: the prefactor depends on the small curvature of ln v, measured by D1 − D2.

**(e) Each speed may be wrong by up to five percent of its true value. Find the extreme results. Then treat independent random errors of standard deviation 0.05 in ln v.**

**Answer.** The derivatives in (d) hold at any admissible data point, so their signs locate the extremes even when the errors are not infinitesimal. The coefficients of δμ have signs (−,+,−), and those of δln v0 have signs (+,−,+). For ln E0, the contribution −ln(E0/E1)δμ has signs (+,−,+) if E0 > E1, which means A1 > 1. The contribution δA1 has coefficients proportional to 2q − 1, −2q and 1, with the same signs if q > 1/2.

These conditions must hold over the whole range of errors. The ratio q = D2/D1 grows with L1 and L3 and falls with L2. With ln(1.05/0.95) = 0.1001, its extremes are

q_min = (4.1941 − 0.1001)/(6.0412 + 0.1001) = 0.667,
q_max = (4.1941 + 0.1001)/(6.0412 − 0.1001) = 0.723.

So 1/2 < q < 1 throughout. Also A1 = D1/(1 − q) > D1 > 5.9, so A1 > 1. All three constants are therefore monotone in each speed, and their extremes occur for the alternating patterns.

For errors of +5, −5 and +5 percent, D1 = 5.9411 and D2 = 4.2942. Then

μ = −ln(0.7228)/0.405465 = 0.801,
A1 = (5.9411)²/1.6469 = 21.432,
ln v0 = −15.1170 + ln 1.05 + 21.432 = 6.364.

The two extreme sets are

+5, −5, +5 %: μ = 0.801, E0 = 13.8 MV/cm, v0 = 581 m/s
−5, +5, −5 %: μ = 1.000, E0 = 5.53 MV/cm, v0 = 25.9 m/s

The exponent is uncertain by about 0.10 either way. Relative to its true value, E0 may be 67 percent too high or 33 percent too low, while v0 may be multiplied by 5.6 or by 0.25.

For comparison, the first-order estimate with |ε_i| ≤ ε has its maximum when all three terms add:

|δln v0| ≤ ε (q² + 2q + 1)/(1 − q)² = ε [(1 + q)/(1 − q)]².

For ε = 0.05 this is 1.54, a factor of 4.6. It bounds the linear estimate, not the full result, and the upper extreme exceeds it. The pattern (+,−,+) raises q, and the amplification factor increases with q, so the upward error grows faster than linearly.

Independent random errors add in quadrature. With standard deviation σ in each logarithm,

sd(ln v0) = σ √(q⁴ + 4q² + 1)/(1 − q)².

For σ = 0.05 the first-order standard deviations are 0.061 in μ, 0.278 in ln E0 and 0.951 in ln v0. Passing simulated normal errors through the full inversion gives 0.061, 0.284 and 0.966. The linear rule is thus adequate for the spread here, although one standard deviation in ln v0 already means a factor of about 2.6 in v0.

**(f) How large may the errors become before the inversion can fail? Are speeds predicted from a distorted fit equally uncertain? How does the choice of r matter at fixed top field?**

**Answer.** Existence requires D1 − D2 = 2L2 − L1 − L3 > 0. If no logarithm is wrong by more than η, this combination changes by at most 4η, and the alternating pattern (+,−,+) attains that change. The condition can first fail at

η = (D1 − D2)/4 = 1.84707/4 = 0.462,

a factor of 1.59 in speed. The other condition, D2 > 0, survives errors of this size, since 2η = 0.92 is below D2 = 4.19. Five percent errors are thus far from destroying the solution, though they spoil v0.

Predicted speeds behave differently inside and outside the measured window. The fit passes through the three distorted speeds, and the errors in its constants compensate between them. For the +5, −5, +5 percent pattern, the largest error in ln v between E1 and E3 is 0.053, scarcely more than the largest input error |ln 0.95| = 0.051. Other patterns can do somewhat worse: for −5, −5, +5 percent it is 0.069.

One step below the window, at E1/r = 0.200 MV/cm, the preceding difference is D1/q = D1²/D2, so

ln v(E1/r) = L1 − D1²/D2 = −15.1170 − 8.7017 = −23.8187.

The true model speed is 4.53 × 10⁻¹¹ m/s. The distorted data give

−15.1170 + ln 1.05 − (5.9411)²/4.2942 = −23.288,

and the predicted speed is 1.70 times the true one. Five percent errors have become a 70 percent error after one step of extrapolation.

For the choice of r, let A3 = (E0/E3)^μ = q²A1, which is constant when the top field is held fixed. From D1 − D2 = A1(1 − q)², the failure limit becomes

η = A3 (1 − q)²/(4q²) = (A3/4)(r^μ − 1)².

It increases with r. Here A3 = 9.52. With E3 = 0.675 MV/cm and the +5, −5, +5 percent pattern, the results are

r = 1.25: η = 0.12, v1 = 6.8 × 10⁻⁵ m/s, μ = 0.516, v0 too high by a factor 5900
r = 1.50: η = 0.46, v1 = 2.7 × 10⁻⁷ m/s, μ = 0.801, v0 too high by a factor 5.6
r = 1.75: η = 1.02, v1 = 4.9 × 10⁻¹⁰ m/s, μ = 0.854, v0 too high by a factor 2.4

At r = 1.25 the error is a large fraction of the failure limit, and the prefactor has lost its meaning. A wider range helps in these cases, but the price is a very slow first point: at r = 1.75 the wall moves about half a nanometre per second. This comparison assumes the same relative speed error at every point and one creep law over the whole range.

**(g) The example is meant to resemble an epitaxial lead zirconate titanate film capacitor, 100 nm thick. How large might some of the neglected effects be?**

**Answer.** The parameters are round choices for this regime, not a fit to a particular film. The top field corresponds to 6.75 V across the film. It is about one third of a rough breakdown field of 2 MV/cm, a margin that says nothing about leakage. The model also follows one existing wall and ignores the nucleation of new domains, which can occur in a real capacitor at such fields. The creep form is derived for fields well below Ec, so its use up to 0.45 Ec here is an assumption. One assumption open to doubt in a real capacitor is that the field at the wall equals the applied voltage divided by the thickness. If an imprint field lowers each true field by 0.01 MV/cm and is ignored, the inversion returns μ = 0.944, E0 = 7.17 MV/cm and v0 = 74 m/s, even with perfect speeds. The shift in μ is comparable with the random spread found in (e). This offset is only 0.1 V across the film. An offset of 0.05 MV/cm (0.5 V) gives μ = 1.15, E0 = 4.4 MV/cm and v0 = 19 m/s, well outside that spread.

The strong demand on the field follows from the slope of the creep law:

d ln v/d ln E = μ(E0/E)^μ.

At the first point this is 0.9 × 19.76 = 17.8. A field error of only 0.27 percent at that point therefore changes the speed by five percent. An error that multiplies all fields by one factor, such as a wrong thickness, is less harmful because by (b) it rescales E0 alone. A common offset such as imprint does not have this property.

Temperature must also be steady. With U, Ec and va fixed, differentiating the barrier law gives

δln v = (U/T)[(Ec/E)^μ − 1] δT/T.

At the first point the barrier is 15.1 kT, so a drift of 1 K at 300 K gives δln v ≈ 15.1/300 = 0.050. The full formula gives a speed ratio of 1.0515. At this point a drift of one kelvin is thus equivalent to the speed error studied here. At the second and third points, where the barrier is lower, the same drift changes the speed by about 3.1 and 1.6 percent.

Near depinning, viscous motion also takes time. A simple estimate adds the times per unit length, 1/v_obs = 1/v + 1/va, with va standing in for the viscous speed. Inverting these reduced speeds gives μ = 0.904, E0 = 8.09 MV/cm and v0 = 96 m/s, a modest bias for this assumed va.

The moving wall releases the power 2Ps E v d per unit length, where d is the film thickness. With a rough polarization Ps = 70 μC/cm², this is 0.072 W/m at the top field. Treat the wall as a line source of power p per unit length, moving steadily along x on the surface of a thick substrate with rough conductivity κ = 10 W/(m K) and diffusivity α = 4 × 10⁻⁶ m²/s. In the frame of the wall the temperature rise θ obeys α∇²θ + v ∂θ/∂x = 0. Writing θ = f exp(−vx/2α) gives ∇²f = (v/2α)² f, whose decaying solution around a line is f = C K0(vρ/2α), with ρ the distance from the line and K0 the modified Bessel function. Close to the line K0 varies as −ln ρ, so the heat flow through a half circle is πκC = p, and C = p/(πκ). At ρ = d the argument vd/2α is about 10⁻⁴, the exponential is practically 1 and K0 ≈ 9.4. The temperature rise there is about 0.02 K. This is the value in the substrate. If the film itself conducts only 1 to 2 W/(m K), the rise at the top of the wall is about 0.04 to 0.05 K, which changes ln v at the top field by less than 0.001 and is still negligible here. Tunnelling of the wall is not estimated.

Finally, three speeds determine three constants. Apart from the condition 0 < D2 < D1, they leave nothing over to test the law itself. A fourth speed at r³E1 = 1.01 MV/cm, still below the assumed Ec, would do so: the creep law requires the next difference to be D2²/D1 = 2.91. Speed errors of up to five percent at the four points can by themselves move the measured difference away from this prediction by up to about 0.29. The viscous delay estimated above would lower the measured difference by about 0.12, and put it only about 0.11 below the prediction formed from the delayed speeds, so such errors could hide it. A departure clearly larger than the speed errors allow would show that at least one assumption fails within the extended range. The numerical output below lists the model inputs and the main results.

Values computed for the example and the checks

```
Inputs: T = 300 K, kT = 0.025852 eV, mu = 0.9
Inputs: U = 0.12 eV, Ec = 1.5 MV/cm, va = 1.0 m/s, r = 1.5
Point 1: E = 0.300 MV/cm, v = 2.721338e-07 m/s, ln(v/(m/s)) = -15.116972
Point 2: E = 0.450 MV/cm, v = 1.144025e-04 m/s, ln(v/(m/s)) = -9.075788
Point 3: E = 0.675 MV/cm, v = 7.584289e-03 m/s, ln(v/(m/s)) = -4.881676
D1 = 6.041184, D2 = 4.194111, q = 0.694253, A1 = 19.75878
U/kT = 4.64181
Recovered mu = 0.900000
Recovered E0 = 8.25762 MV/cm = 0.082576 V/angstrom
Recovered v0 = 103.7316 m/s = 1.037316 angstrom/ps
Same speeds from: U = 0.08 eV, Ec = 2.3537 MV/cm, va = 4.6986 m/s
Sensitivities to ln v1, ln v2, ln v3 (dimensionless):
  mu: -0.4082, 0.9963, -0.5880
  ln E0: 1.7375, -4.5050, 2.7676
  ln v0: 5.1560, -14.8533, 10.6973
Errors +5,-5,+5 %: mu = 0.8006, E0 = 13.792 MV/cm, v0 = 580.52 m/s
Errors -5,+5,-5 %: mu = 1.0001, E0 = 5.525 MV/cm, v0 = 25.90 m/s
v0 factors at these extremes: 5.596, 0.250
First-order bound on |d ln v0| for 0.05 log errors: 1.5353
Random 0.05 log errors, quadrature rule: sd(mu, ln E0, ln v0) = 0.0613, 0.2783, 0.9508
Random 0.05 log errors, simulated: sd(mu, ln E0, ln v0) = 0.0613, 0.2840, 0.9660
Alternating log error where q = 1: 0.4618 (speed factor 1.5869)
Largest |d ln v| inside window for +5,-5,+5 %: 0.0526
Extrapolated to 0.200 MV/cm: true v = 4.526e-11 m/s, predicted/true = 1.7004
Field ratio at fixed top field, errors +5,-5,+5 %:
  r = 1.25: v1 = 6.847e-05 m/s, mu = 0.5164, v0 factor = 5920.518
  r = 1.5: v1 = 2.721e-07 m/s, mu = 0.8006, v0 factor = 5.596
  r = 1.75: v1 = 4.905e-10 m/s, mu = 0.8541, v0 factor = 2.372
Imprint 0.01 MV/cm ignored: mu = 0.9444, E0 = 7.170 MV/cm, v0 = 73.97 m/s
Viscous saturation ignored: mu = 0.9043, E0 = 8.092 MV/cm, v0 = 95.87 m/s
1 K warmer at point 1: speed ratio = 1.0515
Field error at point 1 equal to 5 % in speed: 0.274 %
Film: 100 nm, top voltage = 6.750 V, Ps = 70 uC/cm2
Rough substrate: 10 W/(m K), 4e-06 m2/s
Self-heating at top field = 0.0214 K
Top field / rough breakdown field (2.0 MV/cm) = 0.3375
```
